# Why One-Wavelength Ellipsometry Cannot Separate Ultrathin Oxide Index and Thickness

**Question.** An ellipsometer working at one wavelength and one angle measures two numbers, $\psi$ and $\Delta$. A transparent oxide film on silicon has two unknowns, its refractive index $n_f$ and its thickness $d$. Why do two measured numbers fail to fix two unknowns when the oxide is only a nanometre or two thick?

**Answer.**

## The mechanism: a contribution in quadrature

The measured quantity is the ratio of the reflection amplitudes for the two polarizations,

$$\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta}.$$

If ambient and substrate are transparent, both bare-surface amplitudes are real. A very thin transparent film adds to each a small part that is 90° out of phase. Adding a small imaginary number to a real one turns its phase in first order, but changes its length only in second order. Thus $\Delta$ responds linearly to $d$, and $\psi$ quadratically.

This is only half of the answer. A linear and a quadratic signal are still two equations, and without noise they could be solved. The other half is that, for an oxide on silicon at an angle of incidence near 70° from the normal, most of the quadratic change in $\psi$ can be predicted from $\Delta$ without knowing the film index. Both halves follow from the reflection formula.

## The reflection formula and its parity

Let the film be isotropic and uniform, with sharp plane boundaries. The permittivities of ambient, film and substrate are $\varepsilon_0$, $\varepsilon_f$ and $\varepsilon_s$, relative to vacuum. The time factor is $e^{+i\omega t}$, so an absorbing medium has index $n-ik$. For incidence angle $\varphi$ and vacuum wavelength $\lambda$, define

$$S=\varepsilon_0\sin^2\varphi,\qquad q_j=\sqrt{\varepsilon_j-S},\qquad x=\frac{2\pi d}{\lambda},\qquad \beta=xq_f .$$

Let $f$ be the tangential electric field for s polarization and the tangential magnetic field for p. If $f$ consists of a forward wave $a$ and a backward wave $b$, the other tangential field is proportional to $g=w(a-b)$, with $w_j=q_j$ for s and $w_j=q_j/\varepsilon_j$ for p. Both $f$ and $g$ are continuous at each interface.

At the substrate, $g_s=w_sf_s$. Going back through the film multiplies the forward wave by $e^{i\beta}$ and the backward wave by $e^{-i\beta}$, so at the film's top

$$f=f_s\cos\beta+\frac{i g_s}{w_f}\sin\beta,\qquad g=g_s\cos\beta+i w_ff_s\sin\beta .$$

With $Y=g/f$, and with $f=1+r$, $g=w_0(1-r)$ in the ambient,

$$r=\frac{w_0-Y}{w_0+Y},\qquad Y=\frac{w_s+iw_f\tan\beta}{1+i(w_s/w_f)\tan\beta}.$$

Suppose that all three media are transparent and no wave is evanescent. Every $q$ and $w$ is then real, and reversing the sign of $d$ in the formula conjugates $Y$. Hence

$$\rho(-d)=\rho(d)^* .$$

The modulus $\tan\psi$ is even in $d$, and the phase change $\Delta-\Delta_0$ is odd; the subscript 0 on $\psi$, $\Delta$, $\rho$ and $r$ marks the bare substrate. This requires $\rho_0\neq0$, which excludes the Brewster angle.

## The two coefficients

For small $x$, $\tan\beta=xq_f+O(x^3)$. Write $B=q_f/w_f$, which is 1 for s and $\varepsilon_f$ for p. Expanding the denominator of $Y$ to second order gives

$$Y=w_s+ixA+x^2w_sBA,\qquad A=B(w_f^2-w_s^2).$$

The derivatives needed to expand $\ln r=\ln(w_0-Y)-\ln(w_0+Y)$ are

$$\frac{d\ln r}{dY}=\frac{2w_0}{Y^2-w_0^2},\qquad \frac{d^2\ln r}{dY^2}=-\frac{4w_0Y}{(Y^2-w_0^2)^2}.$$

With $D=w_s^2-w_0^2$, the second derivative multiplies $\tfrac12(ixA)^2=-\tfrac12x^2A^2$, so

$$\ln\frac{r}{r_0}=ix\frac{2w_0A}{D}+x^2\frac{2w_0w_sA}{D}\left(B+\frac AD\right).$$

The bracket equals $B(w_f^2-w_0^2)/D$, because the terms in $w_s^2$ cancel.

For s polarization, $w_j^2-w_k^2=\varepsilon_j-\varepsilon_k$. The coefficients of $ix$ and $x^2$ are

$$P_1=\frac{2q_0(\varepsilon_f-\varepsilon_s)}{\varepsilon_s-\varepsilon_0},\qquad
P_2=\frac{2q_0q_s(\varepsilon_f-\varepsilon_s)(\varepsilon_f-\varepsilon_0)}{(\varepsilon_s-\varepsilon_0)^2}.$$

For p polarization, putting the difference over a common denominator gives

$$w_j^2-w_k^2=-\frac{(\varepsilon_j-\varepsilon_k)M_{jk}}{\varepsilon_j^2\varepsilon_k^2},\qquad M_{jk}=\varepsilon_j\varepsilon_k-S(\varepsilon_j+\varepsilon_k).$$

Let $M=M_{s0}$. Substitution multiplies the s coefficients by two ratios:

$$a_{1p}=P_1\frac{\varepsilon_0M_{fs}}{\varepsilon_fM},\qquad
a_{2p}=P_2\frac{\varepsilon_0M_{fs}}{\varepsilon_fM}\,\frac{\varepsilon_sM_{f0}}{\varepsilon_fM}.$$

Multiplying out shows that $\varepsilon_0M_{fs}-\varepsilon_fM=S\varepsilon_s(\varepsilon_f-\varepsilon_0)$. Exchanging the labels $s$ and 0 gives $\varepsilon_sM_{f0}-\varepsilon_fM=S\varepsilon_0(\varepsilon_f-\varepsilon_s)$. The two ratios are therefore $1+u$ and $1+v$, with

$$u=\frac{S\varepsilon_s(\varepsilon_f-\varepsilon_0)}{\varepsilon_fM},\qquad v=\frac{S\varepsilon_0(\varepsilon_f-\varepsilon_s)}{\varepsilon_fM}.$$

Subtracting the s result from the p result gives

$$\ln\frac{\rho}{\rho_0}=ixc_1+x^2c_2+\dots,\qquad c_1=P_1u,\quad c_2=P_2(u+v+uv).$$

Since $\ln\rho=\ln\tan\psi+i\Delta$, real coefficients mean

$$\Delta-\Delta_0\simeq xc_1,\qquad \ln\frac{\tan\psi}{\tan\psi_0}\simeq x^2c_2 .$$

A small change in $\psi$ itself is $\delta\psi=\tfrac12\sin2\psi_0\,\delta\ln\tan\psi$. The expansion requires both $|\beta|\ll1$ and $x|c_1|\ll1$.

## What $\Delta$ measures

Written out, the first coefficient is

$$c_1=-\frac{2q_0S\varepsilon_s}{(\varepsilon_s-\varepsilon_0)M}\,F,\qquad F=\frac{(\varepsilon_f-\varepsilon_0)(\varepsilon_s-\varepsilon_f)}{\varepsilon_f}.$$

The film enters only through $F$, so $\Delta$ determines the product $dF$. The angle enters only through the factor in front. To first order, measurements at several angles therefore return the same product and do not separate its factors. Higher orders give a modest gain: for the 2 nm example below, a joint fit at $60^\circ$, $65^\circ$, $70^\circ$, $74^\circ$ and $78^\circ$ lowers the noise error of the index from 0.54 to 0.16, which is still too large to identify the oxide.

Since $F=\varepsilon_s+\varepsilon_0-\varepsilon_f-\varepsilon_0\varepsilon_s/\varepsilon_f$, its derivative is $-1+\varepsilon_0\varepsilon_s/\varepsilon_f^2$. Thus $F$ is greatest at $\varepsilon_f=\sqrt{\varepsilon_0\varepsilon_s}$, which for silicon in air means $n_f\approx1.97$. Near that index, $\Delta$ gives a thickness that depends little on the assumed index, but it says correspondingly little about the index.

## What $\psi$ adds

Eliminate $d$ between the two responses by writing $\delta\ln\tan\psi=G(\delta\Delta)^2$. Then

$$G=\frac{c_2}{c_1^2}=\frac{q_s(\varepsilon_f-\varepsilon_0)}{2q_0(\varepsilon_f-\varepsilon_s)}\left[\frac vu+\frac{u+v}{u^2}\right].$$

In the first term, $v/u=\varepsilon_0(\varepsilon_f-\varepsilon_s)/[\varepsilon_s(\varepsilon_f-\varepsilon_0)]$, and every factor containing $\varepsilon_f$ cancels. For the second,

$$u+v=\frac{S[\varepsilon_f(\varepsilon_s+\varepsilon_0)-2\varepsilon_s\varepsilon_0]}{\varepsilon_fM}.$$

The result is

$$G=\frac{q_s}{2q_0}\left\{\frac{\varepsilon_0}{\varepsilon_s}-\frac{M\varepsilon_f[\varepsilon_f(\varepsilon_s+\varepsilon_0)-2\varepsilon_s\varepsilon_0]}{S\varepsilon_s^2(\varepsilon_f-\varepsilon_0)(\varepsilon_s-\varepsilon_f)}\right\}.$$

Only the second term can reveal the index. For films that produce the same $\Delta$,

$$\left(\frac{\partial\psi}{\partial n_f}\right)_\Delta=\frac12\sin2\psi_0\,(\delta\Delta)^2\,\frac{\partial G}{\partial n_f}\propto d^2 .$$

With fixed noise in $\psi$, the index error therefore grows as $1/d^2$. This is the sense in which two numbers fail to fix two unknowns: the equations remain soluble, but the error diverges.

## When the substrate absorbs slightly

The expansion did not use real permittivities, so it also holds for a complex $\varepsilon_s$. The coefficients then become complex, and

$$\delta\ln\tan\psi=-x\,\mathrm{Im}\,c_1+x^2\,\mathrm{Re}\,c_2 .$$

A small linear term appears in $\psi$ and wins at sufficiently small thickness. It brings little index information. Apart from a phase common to all films, its ratio to $\delta\Delta$ depends on the film through the phase of $\varepsilon_s-\varepsilon_f$. With $\varepsilon_s=e_1-ie_2$, this phase is about $-e_2/(e_1-\varepsilon_f)$. At fixed $\Delta$, its contribution to the index slope is

$$\frac12\sin2\psi_0\,\frac{2n_fe_2}{(e_1-\varepsilon_f)^2}\,\delta\Delta .$$

This is linear in $d$, so the index error finally grows as $1/d$ instead of $1/d^2$, but with a large prefactor because $e_2$ is small.

## A 2 nm oxide on silicon

Take $\lambda=632.8$ nm, $\varphi=70^\circ$, air as ambient, an oxide index of 1.46 and a rough silicon index of $3.88-0.02i$. For $d=2$ nm, $x=0.01986$. The coefficients are $c_1=-5.05-0.048i$ and $c_2=8.97+0.21i$.

The phase change is mainly $0.01986\times(-5.05)=-0.100$ rad. The full reflection formula gives $-5.73^\circ$.

For $\psi_0=10.56^\circ$, the factor $\tfrac12\sin2\psi_0$ is 0.180. The two parts of the change in $\psi$ are

$$0.180\times0.01986\times0.0475\ \text{rad}=0.010^\circ,$$

$$0.180\times(0.01986)^2\times8.97\ \text{rad}=0.037^\circ .$$

Together they agree with the full value, $0.046^\circ$. The linear and quadratic parts would be equal at 0.53 nm, so the purely quadratic law is not a good description of the thinnest films on real silicon.

Let the assumed noise be $0.01^\circ$ in $\psi$ and $0.02^\circ$ in $\Delta$. The change in $\psi$ is then detectable, but its index content is not. For a transparent substrate, the index-free part of $G$ is 0.366 and the index-dependent part is $-0.014$, about 4% of the total in magnitude. This share is small partly because the index-dependent part vanishes at $\varepsilon_f=2\varepsilon_0\varepsilon_s/(\varepsilon_0+\varepsilon_s)$, or $n_f\approx1.37$. At $70^\circ$ it is 10% in magnitude for $n_f=1.6$ and 37% for $n_f=2.0$; at $60^\circ$ it is 19% for $n_f=1.46$. What limits the fit is the slope of $G$ with index over the plausible range of oxides.

The following films give the same $\Delta$ on the absorbing substrate. The last column is $\psi$ relative to the film with $n_f=1.46$.

| $n_f$ | $d$ (nm) | Difference in $\psi$ |
|---|---:|---:|
| 1.40 | 2.14 | $+0.0011^\circ$ |
| 1.46 | 2.00 | 0 |
| 1.50 | 1.93 | $-0.0007^\circ$ |
| 1.60 | 1.80 | $-0.0026^\circ$ |

The thickness changes by 0.34 nm across the table, while $\psi$ changes by less than $0.004^\circ$. At fixed $\Delta$, the slope of $\psi$ is $-0.0185^\circ$ per unit of index. The index error is therefore about $0.01/0.0185=0.54$, too large to distinguish between plausible oxides.

Of this slope, the absorption formula supplies about $-0.003^\circ$ per unit index; the quadratic response supplies most of the rest. This explains why halving the thickness to 1 nm raises the index error to 1.9, a factor of 3.5 rather than 4. Errors this large come from a linearized fit and mean only that the index is undetermined. At 10 nm the error is 0.024, and at 100 nm it is 0.0002: the difficulty fades as the film thickens over this range. It returns near $\beta=\pi$, at about 280 nm here, where $\tan\beta$ vanishes again and index and thickness act, to first order, only through $\beta$.

Fitting the index also spoils the thickness. At 2 nm, the thickness error is 1.1 nm when both are fitted, but 0.007 nm when the index is known. The latter is a noise error alone. If the assumed index were 1.50 instead of 1.46, the inferred thickness would shift by 0.07 nm.

## Can a better angle rescue the index?

The Brewster angle of the transparent substrate is $75.55^\circ$. Near it, $M$ is small and both $\Delta$ and $\psi$ respond more strongly. But the index-dependent part of $G$ is proportional to $M$. In the index slope, $\sin2\psi_0\propto|M|$ and $(\delta\Delta)^2\propto1/M^2$, so the powers of $M$ cancel as long as $x|c_1|\ll1$. The enhancement then falls on the index-free part. In the example, the index error is 0.74 at $60^\circ$, 0.48 at $74^\circ$ and 0.50 at $78^\circ$.

Exactly at the Brewster angle of a transparent substrate, the expansion about $\rho_0$ fails because $\rho_0=0$. Parity still makes the real part of $\rho$ even in $d$ and the imaginary part odd. The leading term is therefore imaginary: $\tan\psi$ starts linearly, and $\Delta$ starts from $+90^\circ$ or $-90^\circ$. Setting $M=0$ in the identity for $M_{fs}$ shows that this leading term is again proportional to $dF$. Further film information lies in the second-order real part. An angle error also produces a real part, independent of $d$, since $M$ crosses zero linearly. The errors quoted above do not cover this case, which for the 2 nm film extends about half a degree to either side. At $75.55^\circ$, on the absorbing substrate of the example, the same noise in $\psi$ and $\Delta$ would give an index error of only about 0.025, because $\Delta$ now reads the small real part directly. But an angle error of $0.01^\circ$ adds a real part of about $4\times10^{-4}$, which a linearized fit reads as an index shift of about one. An error of only 0.001 in the substrate index shifts the fitted film index by about $-0.4$. For a transparent substrate these two shifts are about $1.3$ and $-0.47$. Moreover, $\psi$ is only about $1^\circ$ here, so the p-polarized signal is weak and the assumed noise in $\Delta$ is optimistic. To use the gain, one would need to know the angle and the substrate index far better than these errors, and still measure $\Delta$ precisely in weak light.

## The real wafer

The example lies in the range of thin thermal oxides on silicon, with rough room-temperature optical constants. Real films may depart from its sharp, uniform layers, and the instrument has calibration errors. An angle error of $0.01^\circ$ shifts $\psi$ by $-0.016^\circ$, which the linearized fit reads as an index shift of $+0.9$. An error of 0.01 in the substrate index shifts $\psi$ by $0.073^\circ$, far more than the whole spread in the table.

Extra layers act differently. A 0.3 nm surface layer of index 1.4 changes $\Delta$ by $-0.80^\circ$; a 0.3 nm transition layer of index 2.5 at the silicon changes it by $-0.92^\circ$. At the example's response of about $2.9^\circ$ per nm, these look like 0.28 and 0.32 nm of additional oxide. Their apparent index shifts are only $-0.05$ and $+0.06$, because they move $\psi$ and $\Delta$ nearly as a thicker oxide would. They limit the absolute thickness far more than the 0.007 nm noise error does.

For this kind of measurement, the useful procedure is to fix the oxide index from independent information and fit the thickness. Its accuracy depends on whether that index applies to the thin film and on whether surface and transition layers are accounted for.

## Table of computed values

```
wavelength 632.8 nm, incidence 70.0 deg
silicon index 3.88 - 0.02i, oxide index 1.46, d = 2.0 nm
Brewster angle, transparent substrate: 75.55 deg
x = 2 pi d/wavelength: 0.01986
transparent c1 = -5.0553, c2 = 8.9725
absorbing c1 = -5.0545-0.0475j, c2 = 8.9676+0.2132j
doubling d 0.2->0.4 nm, clear: Delta x1.9999, ln tan psi x3.9996
same, absorbing: Delta x1.9997, ln tan psi x2.5448
bare: psi = 10.5582 deg, Delta = 179.188 deg
oxide: psi = 10.6043 deg, Delta = 173.453 deg
Delta change: exact -5.7343, series -5.7462 deg
psi change: exact 0.04612, series 0.04624 deg
psi parts: linear 0.00974, quadratic 0.03650 deg
thickness where these parts are equal: 0.534 nm
G index-free part 0.36556, index-dependent part -0.01447
index of largest Delta response: 1.9698
films with the same Delta as the example:
  n = 1.40: d = 2.1395 nm, psi - psi(example) = +0.00114 deg
  n = 1.46: d = 2.0000 nm, psi - psi(example) = +0.00000 deg
  n = 1.50: d = 1.9287 nm, psi - psi(example) = -0.00073 deg
  n = 1.60: d = 1.8016 nm, psi - psi(example) = -0.00255 deg
assumed noise: psi 0.01 deg, Delta 0.02 deg
linearized errors when index and thickness are both fitted:
  d =   1.0 nm: index error 1.877, thickness error 1.849 nm
  d =   2.0 nm: index error 0.5397, thickness error 1.065 nm
  d =   5.0 nm: index error 0.09411, thickness error 0.4673 nm
  d =  10.0 nm: index error 0.02368, thickness error 0.2405 nm
  d =  20.0 nm: index error 0.005693, thickness error 0.1241 nm
  d =  50.0 nm: index error 0.0009821, thickness error 0.06634 nm
  d = 100.0 nm: index error 0.0002368, thickness error 0.02982 nm
index error at d = 2 nm for other angles:
  60 deg: 0.7368
  65 deg: 0.6199
  74 deg: 0.481
  78 deg: 0.4989
thickness error at known index: 0.00701 nm
psi slope with index at fixed Delta: -0.01854 deg per unit
neglected effects: psi shift, Delta shift, linearized index shift:
  incidence angle +0.01 deg: -0.01620 deg, -0.0111 deg, +0.883
  substrate index +0.01: +0.07271 deg, +0.0349 deg, -3.950
  0.3 nm surface layer, n=1.4: +0.01245 deg, -0.7992 deg, -0.050
  0.3 nm interface layer, n=2.5: +0.01217 deg, -0.9227 deg, +0.061
```
